**Free induction decay against slow passage for coupled spins**

For a stationary state of coherence order zero, the decay after a small pulse of angle β is s(t) = βK(t), and the slow-passage response M(ω) is the half-line Fourier transform of K(t). The program solves the driven steady state of a coupled pair and asserts that it agrees with the transformed decay, for equilibrium and for a state with one line inverted. It also asserts that the absorption Im M alone reproduces K(t) at three sampled times, and it tests the one-spin effects of saturation and sweep rate. For finite pulses it asserts the rank law gₖ(β) = 2 sin β Pₖ′(cos β)/[k(k+1)], where k is the tensor rank and Pₖ a Legendre polynomial, on a three-spin state with random populations. The output shows equal slow-passage and 90° intensities at equilibrium, but very different ones for the inverted state. With added zero-quantum coherence (printed as 0.50 in the phases of the numerical eigenvectors, whose relative sign is arbitrary), the small-pulse intensities depend on the waiting time, while the averaged continuous signal agrees with the populations-only value.

## Check in Python

```python
"""Free induction decay versus unsaturated slow passage (hbar = 1).

Result under test: for a stationary state rho0 of coherence order zero,
  FID after a small pulse beta about x:  s(t) = beta*K(t)
  slow passage, rotating field w1:       <F+> = w1*exp(i*w*t)*M(w)
  M(w) = integral_0^inf K(t) exp(-i*w*t) dt
  K(t) = (i/pi) * integral Im M(w) exp(i*w*t) dw   for t > 0.
At finite beta the rank-k part of rho0 scales as
  g_k = 2 sin(beta) P_k'(cos(beta)) / (k(k+1)), P_k a Legendre polynomial.
F = total spin, R1 and R2 = population and coherence decay rates.
States are deviations from the unit operator, scaled so equilibrium = -Fz.
Internal energy unit: 1e-15 eV; frequencies are relative to the carrier.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import expm
from scipy.special import legendre

UNIT = 1e-15  # eV
SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]], complex) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2


def spin_operators(n):
    """Cartesian operators [spin][axis] in the product basis."""
    return [[np.kron(np.kron(np.eye(2**k), s), np.eye(2**(n - k - 1)))
             for s in (SX, SY, SZ)] for k in range(n)]


def ad(a):
    """Commutator superoperator for row-major vectorized matrices."""
    one = np.eye(len(a))
    return np.kron(a, one) - np.kron(one, a.T)


def rank_part(state, axes, k, kmax):
    """Project a state on tensor rank k by the Casimir superoperator."""
    casimir = sum(ad(f) @ ad(f) for f in axes)
    v = state.ravel().astype(complex)
    for j in range(kmax + 1):
        if j != k:
            v = (casimir @ v - j*(j + 1)*v) / (k*(k + 1) - j*(j + 1))
    return v.reshape(state.shape)


def pulse(state, fx, beta):
    u = expm(-1j*beta*fx)
    return u @ state @ u.conj().T


# ---- coupled pair, expressed in the eigenbasis of its Hamiltonian ----
delta, coupling, R1, R2 = 200.0, 40.0, 1.0, 2.0
carrier_eV, kT_eV = 1.6e-6, 0.025
ops = spin_operators(2)
h_product = (delta/2*(ops[0][2] - ops[1][2])
             + coupling*sum(ops[0][a] @ ops[1][a] for a in range(3)))
fz_product = ops[0][2] + ops[1][2]
_, vectors = np.linalg.eigh(h_product + 1000*fz_product)


def to_eigen(a):
    return vectors.conj().T @ a @ vectors


H = to_eigen(h_product)
FX, FY, FZ = [to_eigen(ops[0][a] + ops[1][a]) for a in range(3)]
FP = FX + 1j*FY
energy = np.diag(H).real
lines = [(3, 1), (2, 0), (3, 2), (1, 0)]  # (upper, lower) levels
freq = np.array([energy[r] - energy[s] for r, s in lines])
decay = np.where(np.eye(4) > 0, R1, R2).ravel()
detect = FP.T.ravel()


def slow_passage(state, w, w1):
    """Full driven steady state, returned as <F+>/w1."""
    w = np.atleast_1d(w)
    a = (-1j*(ad(H)[None] - w[:, None, None]*ad(FZ)[None]
              + w1*ad(FX)[None]) - np.diag(decay)[None])
    b = np.broadcast_to(-(decay*state.ravel())[None, :, None],
                        (len(w), 16, 1))
    return np.linalg.solve(a, b)[:, :, 0] @ detect / w1


dt = 0.001
times = dt*np.arange(8001)


def fid(state, beta):
    """Propagate the pulsed state; the population source is unobservable."""
    step = expm(dt*(-1j*ad(H) - np.diag(decay)))
    v = pulse(state, FX, beta).ravel()
    signal = np.empty(len(times), complex)
    for i in range(len(times)):
        signal[i] = detect @ v
        v = step @ v
    return signal


def transform(signal, w):
    return np.array([simpson(signal*np.exp(-1j*x*times), x=times)
                     for x in w])


def pulse_intensity(state, beta):
    """Line amplitudes after a pulse, divided by sin(beta)."""
    rho = pulse(state, FX, beta)
    return np.array([FP[r, s]*rho[s, r]/1j for r, s in lines])/np.sin(beta)


def population_intensity(state):
    p = np.diag(state).real
    return np.array([abs(FP[r, s])**2*(p[s] - p[r])/2 for r, s in lines])


def lorentz_sum(intensity, w):
    w = np.atleast_1d(w)
    return (1j*intensity/(R2 + 1j*(w[:, None] - freq))).sum(axis=1)


equilibrium = -FZ
populations = np.diag(equilibrium).real.copy()
populations[[3, 1]] = populations[[1, 3]]
inverted = np.diag(populations).astype(complex)

# ---- driven steady state against the transformed FID ----
w1, small = 0.005, 0.005
grid = np.concatenate([np.linspace(-150, 150, 61), freq])
mismatch = []
for state in (equilibrium, inverted):
    cw = slow_passage(state, grid, w1)
    ft = transform(fid(state, small), grid)/small
    scale = np.max(abs(cw))
    mismatch.append(np.max(abs(cw - ft))/scale)
    assert mismatch[-1] < 5e-4
    model = lorentz_sum(population_intensity(state), grid)
    assert np.max(abs(cw - model))/scale < 2e-4

# ---- FID rebuilt from the absorption alone ----
wide = np.linspace(-1000, 1000, 4001)
absorption = slow_passage(inverted, wide, w1).imag
direct = fid(inverted, small)/small
samples = [200, 500, 1000]
rebuilt = []
for i in samples:
    y = absorption*np.exp(1j*wide*times[i])
    rebuilt.append(1j/np.pi*(wide[1] - wide[0])
                   * (y.sum() - (y[0] + y[-1])/2))
rebuilt = np.array(rebuilt)
assert np.max(abs(rebuilt - direct[samples])) < 1e-3

# ---- one spin: saturation and finite sweep rate, T2 = 1 and T1 = 2 ----
gamma_one = np.array([[0.5, 1.0], [1.0, 0.5]])


def swept_spin(field, rate):
    """Return <I+>/field when the sweep reaches resonance at t = 0."""
    def rhs(t, y):
        rho = y.reshape(2, 2)
        h = -rate*t*SZ + field*SX
        return (-1j*(h @ rho - rho @ h) - gamma_one*(rho + SZ)).ravel()
    sol = solve_ivp(rhs, (-40, 0), (-SZ).ravel(), method="DOP853",
                    rtol=1e-9, atol=1e-13)
    return np.trace((SX + 1j*SY) @ sol.y[:, -1].reshape(2, 2))/field


unsaturated = swept_spin(1e-3, 0.0)
assert abs(unsaturated - 0.5j) < 1e-5
strong_field = 0.5
saturation_ratio = (swept_spin(strong_field, 0.0)/unsaturated).real
assert abs(saturation_ratio - 1/(1 + 2*strong_field**2)) < 1e-4
sweep_rate = 0.01
sweep_error = swept_spin(1e-3, sweep_rate)/unsaturated - 1
# the neglected second-order term is 3*rate**2 = 3e-4
assert abs(sweep_error - 1j*sweep_rate) < 5e-4

# ---- flip-angle law for every rank, three spins, random populations ----
ops3 = spin_operators(3)
axes3 = [sum(ops3[k][a] for k in range(3)) for a in range(3)]
m3 = np.diag(axes3[2]).real
observable = np.isclose(m3[:, None] - m3[None, :], -1)
random_state = np.diag(np.random.default_rng(4).normal(size=8)).astype(complex)
parts = {k: rank_part(random_state, axes3, k, 3) for k in range(4)}
assert np.allclose(sum(parts.values()), random_state)
for k in (1, 2, 3):
    assert np.linalg.norm(parts[k]) > 0.05
for beta in (0.4, 1.1, np.pi/2, 2.3):
    predicted = np.zeros((8, 8), complex)
    for k in (1, 2, 3):
        g = (2*np.sin(beta)*legendre(k).deriv()(np.cos(beta))/(k*(k + 1)))
        predicted += -1j*g*(axes3[0] @ parts[k] - parts[k] @ axes3[0])
    exact = pulse(random_state, axes3[0], beta)
    assert np.allclose(exact[observable], predicted[observable], atol=1e-10)

# ---- equilibrium: independence of flip angle, including shifts and J ----
thermal_first_order = -(H + carrier_eV/UNIT*FZ)/(carrier_eV/UNIT)
for state in (equilibrium, thermal_first_order, -H/delta):
    reference = population_intensity(state)
    for beta in (0.3, 1.0, np.pi/2, 2.5):
        assert np.allclose(pulse_intensity(state, beta), reference,
                           atol=1e-9)

# ---- equilibrium beyond first order in polarization, weak coupling ----
test_ratio, test_angle = 0.5, np.pi/3
thermal = expm(-test_ratio*fz_product)
thermal = thermal/np.trace(thermal)
after = pulse(thermal, ops[0][0] + ops[1][0], test_angle)
partner_up, partner_down = (after[2, 0]/1j).real, (after[3, 1]/1j).real
asymmetry = (partner_down - partner_up)/(partner_down + partner_up)
assert abs(asymmetry - np.tanh(test_ratio/2)*np.cos(test_angle)) < 1e-10
polarization = np.tanh(carrier_eV/(2*kT_eV))

# ---- non-equilibrium populations: finite pulse differs ----
cw_equilibrium = population_intensity(equilibrium)
cw_inverted = population_intensity(inverted)
ten_degrees = pulse_intensity(inverted, np.pi/18)
right_angle = pulse_intensity(inverted, np.pi/2)
axes = [FX, FY, FZ]
tiny = 1e-4
rank1 = pulse_intensity(rank_part(inverted, axes, 1, 2), tiny)
rank2 = pulse_intensity(rank_part(inverted, axes, 2, 2), tiny)
assert np.allclose(rank1 + rank2, cw_inverted, atol=1e-6)
assert np.allclose(right_angle, rank1, atol=1e-6)
assert np.allclose(ten_degrees, rank1 + rank2*np.cos(np.pi/18), atol=1e-6)
assert np.max(abs(right_angle - cw_inverted)) > 0.3
ft90 = transform(fid(inverted, np.pi/2), grid)
assert np.max(abs(ft90 - lorentz_sum(right_angle, grid))) < 2e-4

# ---- zero-quantum coherence: no stationary response function ----
coherence = 0.5
mixed = equilibrium.copy()
mixed[1, 2] += coherence
mixed[2, 1] += coherence
period = 2*np.pi/abs(energy[2] - energy[1])
half_turn = expm(-1j*H*period/2)
waited = half_turn @ mixed @ half_turn.conj().T
fid_now = pulse_intensity(mixed, tiny)
fid_later = pulse_intensity(waited, tiny)
assert np.max(abs(fid_now - fid_later)) > 0.3
# Continuous drive on the first line; the coherence is taken long-lived.
held = np.full((4, 4), R2)
np.fill_diagonal(held, 0)
held[1, 2] = held[2, 1] = 0
weak = 0.001
generator = (-1j*(ad(H) - freq[0]*ad(FZ) + weak*ad(FX))
             - np.diag(held.ravel()))
step = expm(generator*period/32)
vector = np.linalg.matrix_power(step, 32*260) @ mixed.ravel()
driven = []
for _ in range(32):
    driven.append(detect @ vector/weak)
    vector = step @ vector
driven = np.array(driven)
average = driven.mean()
sideband = np.sqrt(np.mean(abs(driven - average)**2))
population_only = lorentz_sum(cw_equilibrium, freq[0])[0]
assert abs(average - population_only) < 1e-3*abs(population_only)
assert sideband > 0.2*abs(average)

# ---- printed example ----
planck_eV_s = constants.h/constants.e


def row(label, values):
    print(label + ": " + "  ".join(f"{v:+.4f}" for v in np.real(values)))


print(f"carrier energy: {carrier_eV:.3e} eV")
print(f"thermal energy kT: {kT_eV:.4f} eV")
print(f"shift difference: {delta*UNIT:.3e} eV")
print(f"coupling J: {coupling*UNIT:.3e} eV")
print(f"population decay rate 1/T1: {R1*UNIT:.3e} eV")
print(f"coherence decay rate 1/T2: {R2*UNIT:.3e} eV")
print(f"drive w1: {w1*UNIT:.3e} eV")
print(f"saturation parameter w1^2 T1 T2: {w1**2/(R1*R2):.3e}")
print(f"small pulse angle: {small:.4f} rad")
print(f"full linewidth: {2*R2*UNIT:.3e} eV"
      f" = {2*R2*UNIT/planck_eV_s:.4f} Hz")
print(f"FID decay time T2: {planck_eV_s/(2*np.pi*R2*UNIT):.4f} s")
for number, value in enumerate(freq, 1):
    print(f"line {number} offset from carrier: {value*UNIT:+.5e} eV")
print(f"max CW-FT mismatch / peak, equilibrium: {mismatch[0]:.2e}")
print(f"max CW-FT mismatch / peak, inverted: {mismatch[1]:.2e}")
print("K(t) of inverted state, from absorption | from FID (dimensionless)")
for i, value in zip(samples, rebuilt):
    print(f"t/T2={times[i]*R2:.1f}: {value.real:+.5f}{value.imag:+.5f}i"
          f" | {direct[i].real:+.5f}{direct[i].imag:+.5f}i")
print("one-spin checks (dimensionless)")
print(f"w1^2 T1 T2 = {2*strong_field**2:.2f},"
      f" response ratio: {saturation_ratio:.5f}")
print(f"r T2^2 = {sweep_rate:.3f}, relative change:"
      f" {sweep_error.real:+.5f}{sweep_error.imag:+.5f}i")
print("intensities of lines 1 to 4 (dimensionless, pulses / sin b)")
row("equilibrium, slow passage", cw_equilibrium)
row("equilibrium, 90 deg pulse", pulse_intensity(equilibrium, np.pi/2))
row("scaled populations, levels 0 to 3, inverted", populations)
row("inverted, slow passage", cw_inverted)
row("inverted, 10 deg pulse", ten_degrees)
row("inverted, 90 deg pulse", right_angle)
row("inverted, rank-one part", rank1)
row("inverted, rank-two part", rank2)
print(f"thermal polarization p: {polarization:.3e} (dimensionless)")
print(f"doublet asymmetry at w0/kT={test_ratio}, b=60 deg: {asymmetry:.5f}")
print(f"added zero-quantum coherence: {coherence:.2f} (dimensionless)")
row("small-pulse FID lines, no wait", fid_now)
row("small-pulse FID lines, half-period wait", fid_later)
print("drive on line 1, signal times 1/T2 (dimensionless)")
print(f"average absorption: {average.imag*R2:.5f}")
print(f"populations-only absorption: {population_only.imag*R2:.5f}")
print(f"rms sideband: {sideband*R2:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
carrier energy: 1.600e-06 eV
thermal energy kT: 0.0250 eV
shift difference: 2.000e-13 eV
coupling J: 4.000e-14 eV
population decay rate 1/T1: 1.000e-15 eV
coherence decay rate 1/T2: 2.000e-15 eV
drive w1: 5.000e-18 eV
saturation parameter w1^2 T1 T2: 1.250e-05
small pulse angle: 0.0050 rad
full linewidth: 4.000e-15 eV = 0.9672 Hz
FID decay time T2: 0.3291 s
line 1 offset from carrier: +1.21980e-13 eV
line 2 offset from carrier: +8.19804e-14 eV
line 3 offset from carrier: -8.19804e-14 eV
line 4 offset from carrier: -1.21980e-13 eV
max CW-FT mismatch / peak, equilibrium: 1.06e-05
max CW-FT mismatch / peak, inverted: 8.37e-06
K(t) of inverted state, from absorption | from FID (dimensionless)
t/T2=0.4: -0.28843-0.11010i | -0.28843-0.11009i
t/T2=1.0: -0.39465-0.25712i | -0.39465-0.25712i
t/T2=2.0: +0.06030+0.03074i | +0.06030+0.03074i
one-spin checks (dimensionless)
w1^2 T1 T2 = 0.50, response ratio: 0.66667
r T2^2 = 0.010, relative change: -0.00030+0.00999i
intensities of lines 1 to 4 (dimensionless, pulses / sin b)
equilibrium, slow passage: +0.4019  +0.5981  +0.5981  +0.4019
equilibrium, 90 deg pulse: +0.4019  +0.5981  +0.5981  +0.4019
scaled populations, levels 0 to 3, inverted: +1.0000  -1.0000  -0.0000  -0.0000
inverted, slow passage: -0.4019  +0.5981  +0.0000  +0.8039
inverted, 10 deg pulse: -0.3964  +0.5899  +0.0082  +0.7984
inverted, 90 deg pulse: -0.0394  +0.0586  +0.5394  +0.4414
inverted, rank-one part: -0.0394  +0.0586  +0.5394  +0.4414
inverted, rank-two part: -0.3625  +0.5394  -0.5394  +0.3625
thermal polarization p: 3.200e-05 (dimensionless)
doublet asymmetry at w0/kT=0.5, b=60 deg: 0.12246
added zero-quantum coherence: 0.50 (dimensionless)
small-pulse FID lines, no wait: +0.1568  +0.8432  +0.3529  +0.6471
small-pulse FID lines, half-period wait: +0.6471  +0.3529  +0.8432  +0.1568
drive on line 1, signal times 1/T2 (dimensionless)
average absorption: 0.40352
populations-only absorption: 0.40352
rms sideband: 0.24484
ALL CHECKS PASSED
```
